# Lepage-Brodsky spinors and their matrix elements between different momenta: a numerical check

```python
"""Lepage-Brodsky spinors and their matrix elements ubar(p,l') G u(q,l).

Result under test (l = +1 or -1 is the initial light-front helicity):
closed formulas for G = gamma^+, gamma^-, gamma^1, gamma^2 and the identity,
for on-shell momenta p (final) and q (initial) of equal mass m.
A momentum is given by (plus, x, y) with plus = E + p_z; minus = E - p_z.
The independent road: rest spinors are boosted with matrix exponentials of
Lorentz generators, and the elements are then found by matrix products.
Units: hbar = c = 1, energies and momenta in GeV, ubar u = 2m.
"""
import numpy as np
from scipy.linalg import expm

I2 = np.eye(2, dtype=complex)
PAULI = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
I4 = np.eye(4, dtype=complex)
BETA = np.kron(PAULI[2], I2)
ALPHA = [np.kron(PAULI[0], s) for s in PAULI]
SIGMA = [np.kron(I2, s) for s in PAULI]
GAMMA = [BETA] + [BETA @ a for a in ALPHA]
GAMMA5 = 1j * GAMMA[0] @ GAMMA[1] @ GAMMA[2] @ GAMMA[3]
METRIC = np.diag([1.0, -1.0, -1.0, -1.0])
GOOD = (I4 + ALPHA[2]) / 2
CHI = {1: np.array([1, 0, 1, 0], complex) / np.sqrt(2),
       -1: np.array([0, 1, 0, -1], complex) / np.sqrt(2)}
STRUCTURES = {"gamma^+": GAMMA[0] + GAMMA[3], "gamma^-": GAMMA[0] - GAMMA[3],
              "gamma^1": GAMMA[1], "gamma^2": GAMMA[2], "identity": I4}
HELICITIES = (1, -1)


def four_vector(k, m):
    plus, x, y = k
    minus = (x * x + y * y + m * m) / plus
    return np.array([(plus + minus) / 2, x, y, (plus - minus) / 2])


def slash(vector):
    return sum(METRIC[i, i] * vector[i] * GAMMA[i] for i in range(4))


def transverse_boost(vx, vy):
    return expm((vx * ALPHA[0] + vy * ALPHA[1]) @ GOOD)


def light_front_boost(k, m):
    plus, x, y = k
    return transverse_boost(x / plus, y / plus) @ expm(
        0.5 * np.log(plus / m) * ALPHA[2])


def vector_matrix(spin_matrix):
    inverse = np.linalg.inv(spin_matrix)
    return np.array([[np.trace(inverse @ GAMMA[a] @ spin_matrix @ GAMMA[b])
                      * METRIC[b, b] / 4 for b in range(4)] for a in range(4)])


def boosted_spinors(k, m):
    boost = light_front_boost(k, m)
    return {1: boost @ (np.sqrt(2 * m) * I4[0]),
            -1: boost @ (np.sqrt(2 * m) * I4[1])}


def projected_spinors(k, m):
    plus, x, y = k
    operator = plus * I4 + m * BETA + x * ALPHA[0] + y * ALPHA[1]
    return {h: operator @ CHI[h] / np.sqrt(plus) for h in HELICITIES}


def component_spinors(k, m):
    plus, x, y = k
    right, left = x + 1j * y, x - 1j * y
    norm = np.sqrt(2 * plus)
    return {1: np.array([plus + m, right, plus - m, right]) / norm,
            -1: np.array([-left, plus + m, left, m - plus]) / norm}


def elements(final, initial):
    return {(name, f, i): final[f].conj() @ BETA @ matrix @ initial[i]
            for name, matrix in STRUCTURES.items()
            for f in HELICITIES for i in HELICITIES}


def table(p, q, m):
    """Closed formulas; keys are (structure, final, initial helicity)."""
    pp, p1, p2 = p
    qp, q1, q2 = q
    root = np.sqrt(pp * qp)
    out = {}
    for h in HELICITIES:
        ph, qh = p1 + 1j * h * p2, q1 + 1j * h * q2
        keep = {"gamma^+": 2 * pp * qp,
                "gamma^-": 2 * (m * m + p1 * q1 + p2 * q2
                                + 1j * h * (p1 * q2 - p2 * q1)),
                "gamma^1": pp * (q1 + 1j * h * q2) + qp * (p1 - 1j * h * p2),
                "gamma^2": pp * (q2 - 1j * h * q1) + qp * (p2 + 1j * h * p1),
                "identity": m * (pp + qp)}
        flip = {"gamma^+": 0,
                "gamma^-": 2 * m * h * (qh - ph),
                "gamma^1": m * h * (qp - pp),
                "gamma^2": 1j * m * (qp - pp),
                "identity": h * (pp * qh - qp * ph)}
        for name in STRUCTURES:
            out[name, h, h] = keep[name] / root
            out[name, -h, h] = flip[name] / root
    return out


def canonical_spinors(k, m):
    vector = four_vector(k, m)
    operator = (slash(vector) + m * I4) / np.sqrt(vector[0] + m)
    return {1: operator @ I4[0], -1: operator @ I4[1]}


def canonical_plus_flip(p, q, m):
    energy_p, energy_q = four_vector(p, m)[0], four_vector(q, m)[0]
    pr, qr = p[1] + 1j * p[2], q[1] + 1j * q[2]
    return ((pr * (q[0] + m) - qr * (p[0] + m))
            / np.sqrt((energy_p + m) * (energy_q + m)))


def mean_helicity(spinor, vector):
    operator = sum(vector[i + 1] * SIGMA[i] for i in range(3))
    size = np.linalg.norm(vector[1:])
    return ((spinor.conj() @ operator @ spinor)
            / (spinor.conj() @ spinor) / size).real


def mean_helicity_formula(k, m, h):
    plus, x, y = k
    size = np.linalg.norm(four_vector(k, m)[1:])
    return h * (plus**2 + x * x + y * y - m * m) / (2 * plus * size)


def contraction(values, p, q, m, f, i):
    k = four_vector(p, m) - four_vector(q, m)
    return (0.5 * ((k[0] + k[3]) * values["gamma^-", f, i]
                   + (k[0] - k[3]) * values["gamma^+", f, i])
            - k[1] * values["gamma^1", f, i] - k[2] * values["gamma^2", f, i])


def trace_sum(name, p, q, m):
    g = STRUCTURES[name]
    return np.trace((slash(four_vector(p, m)) + m * I4) @ g
                    @ (slash(four_vector(q, m)) + m * I4) @ g).real


def helicity_sum(values, name):
    return sum(abs(values[name, f, i])**2
               for f in HELICITIES for i in HELICITIES)


def close(a, b):
    return np.allclose(a, b, rtol=1e-9, atol=1e-9)


def run_tests(p, q, m):
    for k in (p, q):
        vector = four_vector(k, m)
        u = boosted_spinors(k, m)
        lorentz = vector_matrix(light_front_boost(k, m))
        assert close(lorentz @ np.array([m, 0, 0, 0]), vector)
        for h in HELICITIES:
            assert close(u[h], projected_spinors(k, m)[h])
            assert close(u[h], component_spinors(k, m)[h])
            assert close(slash(vector) @ u[h], m * u[h])
            assert close(mean_helicity(u[h], vector),
                         mean_helicity_formula(k, m, h))
            for g in HELICITIES:
                assert close(u[g].conj() @ BETA @ u[h], 2 * m * (g == h))
        total = sum(np.outer(u[h], u[h].conj() @ BETA) for h in HELICITIES)
        assert close(total, slash(vector) + m * I4)
    # The transverse boost keeps plus and shifts the transverse momentum.
    vx, vy = p[1] / p[0], p[2] / p[0]
    old = four_vector(q, m)
    new = vector_matrix(transverse_boost(vx, vy)) @ old
    assert close([new[0] + new[3], new[1], new[2]],
                 [q[0], q[1] + q[0] * vx, q[2] + q[0] * vy])
    direct = elements(boosted_spinors(p, m), boosted_spinors(q, m))
    formula = table(p, q, m)
    for key in direct:
        assert close(direct[key], formula[key]), key
    for f in HELICITIES:
        for i in HELICITIES:
            assert close(contraction(formula, p, q, m, f, i), 0)
    for name in STRUCTURES:
        assert close(helicity_sum(formula, name), trace_sum(name, p, q, m))
    canonical = elements(canonical_spinors(p, m), canonical_spinors(q, m))
    assert close(canonical["gamma^+", -1, 1], canonical_plus_flip(p, q, m))
    return max(abs(direct[key] - formula[key]) for key in direct)


def test_massless(p, q):
    up, uq = projected_spinors(p, 0.0), projected_spinors(q, 0.0)
    vector = four_vector(p, 0.0)
    for h in HELICITIES:
        assert close(slash(vector) @ up[h], 0)
        assert close(GAMMA5 @ up[h], h * up[h])
        assert close(mean_helicity(up[h], vector), h)
    direct, formula = elements(up, uq), table(p, q, 0.0)
    for (name, f, i), value in direct.items():
        assert close(value, formula[name, f, i])
        if (name == "identity") == (f == i):
            assert close(value, 0)
    assert abs(direct["identity", -1, 1]) > 1e-3


def text(z):
    z = complex(z)
    return f"{round(z.real, 4) + 0.0:+.4f} {round(z.imag, 4) + 0.0:+.4f}i"


rng = np.random.default_rng(7)
worst = 0.0
SAMPLES = 40
for _ in range(SAMPLES):
    mass = rng.uniform(0.3, 2.0)
    first = (rng.uniform(0.4, 5.0), *rng.uniform(-2, 2, 2))
    second = (rng.uniform(0.4, 5.0), *rng.uniform(-2, 2, 2))
    worst = max(worst, run_tests(first, second, mass))
    test_massless(first, second)

m = 1.0
p = (4.0, 1.0, 2.0)
q = (1.0, 3.0, -1.0)
run_tests(p, q, m)
test_massless(p, q)
spinors = {"p": boosted_spinors(p, m), "q": boosted_spinors(q, m)}
values = elements(spinors["p"], spinors["q"])
ARROW = {1: "up", -1: "down"}

print(f"random momentum pairs tested: {SAMPLES}")
print(f"largest |direct - table| in them: {worst:.1e} GeV")
print(f"mass m = {m:.4f} GeV")
for label, k in (("p", p), ("q", q)):
    v = four_vector(k, m)
    print(f"{label}: plus, x, y = {k[0]:.4f}, {k[1]:.4f}, {k[2]:.4f} GeV")
    print(f"{label}: minus, E, z = {v[0] - v[3]:.4f}, {v[0]:.4f}, {v[3]:.4f} GeV")
for label in ("p", "q"):
    for h in HELICITIES:
        row = ", ".join(text(c) for c in spinors[label][h])
        print(f"u({label},{ARROW[h]}) [GeV^1/2]: {row}")
print("elements ubar(p,final) G u(q,initial), in GeV:")
for name in STRUCTURES:
    for f, i in ((1, 1), (-1, -1), (-1, 1), (1, -1)):
        print(f"{name}, {ARROW[i]} -> {ARROW[f]}: {text(values[name, f, i])}")
product = four_vector(p, m) @ METRIC @ four_vector(q, m)
print(f"p.q = {product:.4f} GeV^2")
print(f"4(p.q + m^2) = {4 * (product + m * m):.4f} GeV^2")
for name in STRUCTURES:
    print(f"sum of |element|^2, {name}: {helicity_sum(values, name):.4f} GeV^2")
largest = max(abs(contraction(values, p, q, m, f, i))
              for f in HELICITIES for i in HELICITIES)
print(f"largest |(p-q).current| = {largest:.1e} GeV^2")
for label, k in (("p", p), ("q", q)):
    mean = mean_helicity(spinors[label][1], four_vector(k, m))
    print(f"mean ordinary helicity of u({label},up) = {mean:.4f} (no unit)")
canonical = elements(canonical_spinors(p, m), canonical_spinors(q, m))
print("canonical spinors, gamma^+, up -> down: "
      f"{text(canonical['gamma^+', -1, 1])} GeV")
print("finished without a failed check")
```

Printed output:

```
random momentum pairs tested: 40
largest |direct - table| in them: 5.8e-15 GeV
mass m = 1.0000 GeV
p: plus, x, y = 4.0000, 1.0000, 2.0000 GeV
p: minus, E, z = 1.5000, 2.7500, 1.2500 GeV
q: plus, x, y = 1.0000, 3.0000, -1.0000 GeV
q: minus, E, z = 11.0000, 6.0000, -5.0000 GeV
u(p,up) [GeV^1/2]: +1.7678 +0.0000i, +0.3536 +0.7071i, +1.0607 +0.0000i, +0.3536 +0.7071i
u(p,down) [GeV^1/2]: -0.3536 +0.7071i, +1.7678 +0.0000i, +0.3536 -0.7071i, -1.0607 +0.0000i
u(q,up) [GeV^1/2]: +1.4142 +0.0000i, +2.1213 -0.7071i, +0.0000 +0.0000i, +2.1213 -0.7071i
u(q,down) [GeV^1/2]: -2.1213 -0.7071i, +1.4142 +0.0000i, +2.1213 +0.7071i, +0.0000 +0.0000i
elements ubar(p,final) G u(q,initial), in GeV:
gamma^+, up -> up: +4.0000 +0.0000i
gamma^+, down -> down: +4.0000 +0.0000i
gamma^+, up -> down: +0.0000 +0.0000i
gamma^+, down -> up: +0.0000 +0.0000i
gamma^-, up -> up: +2.0000 -7.0000i
gamma^-, down -> down: +2.0000 +7.0000i
gamma^-, up -> down: +2.0000 -3.0000i
gamma^-, down -> up: -2.0000 -3.0000i
gamma^1, up -> up: +6.5000 -3.0000i
gamma^1, down -> down: +6.5000 +3.0000i
gamma^1, up -> down: -1.5000 +0.0000i
gamma^1, down -> up: +1.5000 +0.0000i
gamma^2, up -> up: -1.0000 -5.5000i
gamma^2, down -> down: -1.0000 +5.5000i
gamma^2, up -> down: +0.0000 -1.5000i
gamma^2, down -> up: +0.0000 -1.5000i
identity, up -> up: +2.5000 +0.0000i
identity, down -> down: +2.5000 +0.0000i
identity, up -> down: +5.5000 -3.0000i
identity, down -> up: -5.5000 -3.0000i
p.q = 21.7500 GeV^2
4(p.q + m^2) = 91.0000 GeV^2
sum of |element|^2, gamma^+: 32.0000 GeV^2
sum of |element|^2, gamma^-: 132.0000 GeV^2
sum of |element|^2, gamma^1: 107.0000 GeV^2
sum of |element|^2, gamma^2: 67.0000 GeV^2
sum of |element|^2, identity: 91.0000 GeV^2
largest |(p-q).current| = 1.2e-14 GeV^2
mean ordinary helicity of u(p,up) = 0.9759 (no unit)
mean ordinary helicity of u(q,up) = 0.8452 (no unit)
canonical spinors, gamma^+, up -> down: -2.5373 +1.7566i GeV
finished without a failed check
```
